Oxide Thickness Removed per Interference Fringe at 633 nm

**The problem**

A silicon wafer carries a silicon dioxide film 1000 nm thick. It lies in an etching liquid that removes the oxide evenly at 100 nm/min. A laser beam of vacuum wavelength λ = 633 nm strikes the wafer at normal incidence, and a detector records the reflected power. As the film thins, the signal rises and falls. One fringe is the change from one maximum of the signal to the next.

The oxide has refractive index n = 1.46. For the liquid take n₀ = 1.33, and for silicon the complex index N = 3.88 + 0.02i, whose imaginary part describes absorption.

(a) What thickness of oxide is removed during one fringe?

(b) Does the answer depend on the liquid or on the silicon?

(c) At what times do the maxima occur, and what does a count of them tell about the thickness removed?

The film is taken as flat, uniform and free of absorption. The silicon is so thick that no light returns from its back face. At first, light reflected by the window of the etching bath is assumed to miss the detector.

**First estimate by scaling**

Light responds to the film thickness through the phase it gathers in crossing the film. Inside the oxide the wavelength is λ/n, so the removed thickness Δd matters through its ratio to this length. The estimate is therefore

Δd = C λ/n,

where C is a pure number expected to be of order one. Setting C = 1 gives

Δd ≈ 633 nm / 1.46 = 433.6 nm.

The argument suggests that a fringe takes more thickness at longer wavelength and less at higher index. It does not fix C, and it leaves open whether C depends on n₀ and N. Both points require the reflected wave itself.

**Exact solution: the reflected wave**

Let d be the oxide thickness remaining at a given moment. The etching is so slow that the light sees a film at rest. Let z point into the wafer, with the oxide surface at z = 0 and the silicon surface at z = d. Define k = 2π/λ and use the time factor exp(−iωt). A wave exp(iknz) then travels towards the silicon, and a positive imaginary part of N makes the wave in silicon decay with depth.

For an incident wave of unit amplitude, the electric field is

liquid: E = exp(ikn₀z) + r exp(−ikn₀z)

oxide: E = A exp(iknz) + B exp(−iknz)

silicon: E = t exp[ikN(z − d)].

The silicon holds no returning wave because it is thick. The materials are non-magnetic, so continuity of the tangential electric and magnetic fields means that E and dE/dz are continuous at each interface.

Start at the silicon and write β = knd. At z = d the two conditions are

A exp(iβ) + B exp(−iβ) = t

n[A exp(iβ) − B exp(−iβ)] = N t.

Insert the first into the second and collect the terms in A and B:

(n − N) A exp(iβ) = (n + N) B exp(−iβ).

The ratio of the returning wave to the downward wave, both taken at the top of the oxide, is therefore

ρ = B/A = r₁₂ exp(2iβ), with r₁₂ = (n − N)/(n + N).

The factor 2 in the exponent comes from the two crossings of the film, one down and one up.

At z = 0 the conditions are

1 + r = A + B = A(1 + ρ)

n₀(1 − r) = n(A − B) = nA(1 − ρ).

Divide the second by the first. This is allowed because |r₁₂| < 1, as shown below, so that 1 + ρ is not zero. After cross-multiplication,

n₀(1 − r)(1 + ρ) = n(1 − ρ)(1 + r).

Move the terms containing r to one side:

r[n(1 − ρ) + n₀(1 + ρ)] = n₀(1 + ρ) − n(1 − ρ).

Group the constants and the terms in ρ on both sides:

r[(n₀ + n) + (n₀ − n)ρ] = (n₀ − n) + (n₀ + n)ρ.

Finally divide by n₀ + n and define r₀₁ = (n₀ − n)/(n₀ + n):

r = [r₀₁ + r₁₂ exp(2iβ)] / [1 + r₀₁r₁₂ exp(2iβ)].

This result contains every repeated reflection inside the film, because the fields A and B are the complete waves in each direction.

**The repeat distance**

The thickness enters r only through exp(2iβ) = exp(2iknd). This factor returns to its value when its phase changes by 2π:

2kn Δd = 2π.

With k = 2π/λ,

Δd = π/(kn) = λ/(2n).

Call this length P. The reflectance R = |r|² certainly repeats after P. To identify P with one fringe, one must still show that R has a single maximum within each period.

Write b = |r₁₂|, α = arg r₁₂ and φ = 2β + α. Since r₀₁ is real, the squared magnitudes of numerator and denominator give

R = (U + x)/(V + x),

where

U = r₀₁² + b²

V = 1 + r₀₁²b²

x = 2r₀₁b cos φ.

Differentiate with respect to x:

dR/dx = [(V + x) − (U + x)]/(V + x)² = (V − U)/(V + x)².

The difference in the numerator factorises:

V − U = 1 + r₀₁²b² − r₀₁² − b² = (1 − r₀₁²)(1 − b²).

Both factors are positive. The first is positive because n₀ and n are positive. For the second, write N = n_s + iκ. Then

|n + N|² − |n − N|² = 4n n_s > 0,

which means b < 1. The denominator V + x is at least (1 − |r₀₁|b)², so it does not vanish.

Thus R rises steadily with x. As d changes by P, the phase φ changes by 2π, and x passes through one maximum and one minimum, half a period apart. R does the same. The answer to (a) is

P = λ/(2n) = 633 nm / (2 × 1.46) = 216.78 nm.

To sensible precision this is 217 nm, or 0.217 μm. From a maximum to the next minimum, half as much is removed, 108.4 nm.

The answer to (b) is that neither n₀ nor N appears in P. Both affect the height of the fringes. The positions of the maxima depend on N, but on n₀ only through whether it is smaller or larger than n. There is one condition: both interfaces must reflect. If n₀ = n or N = n, then x = 0 and there are no fringes to count.

**Comparison of estimate and solution**

The scaling estimate has the correct dependence on λ and n, but it is too large by a factor of two. The exact value is C = 1/2, and the reason is the double crossing of the film.

A picture with two beams shows the same thing. Let H be the fixed distance from a reference plane in the liquid to the silicon. Light reflected at the oxide surface has the round-trip optical path

2n₀(H − d).

Light reflected at the silicon has the path

2n₀(H − d) + 2nd.

The difference is 2nd. Liquid does replace the removed oxide, but both beams cross that added liquid, so it cancels. This is why n appears in the result, and not n − n₀. The phase jumps at the interfaces do not change with d, so they also cancel when two successive maxima are compared. Setting the change 2nΔd equal to λ gives P again.

The two-beam picture leaves out repeated reflections. The exact solution shows that these reshape the curve R(d) without changing its period. For a gap of index 1 in place of the oxide, the same formula would give 633/2 = 316.5 nm. The higher index of the oxide shortens this to 216.78 nm.

**Where the maxima lie**

Here n₀ < n, so r₀₁ is negative, and x is largest when cos φ = −1. It is useful to write

r₁₂ = −(N − n)/(N + n), with δ = arg[(N − n)/(N + n)].

The minus sign contributes a phase π, so α = π + δ. The condition cos φ = −1 then becomes

2β + δ = 2πm, with m an integer.

Since 2β = 4πnd/λ = 2πd/P, the maxima lie at

d = mP − δP/(2π).

To find δ, multiply numerator and denominator of (N − n)/(N + n) by the complex conjugate of N + n. The new denominator is real and positive. The imaginary part of the new numerator is

κ(n_s + n) − κ(n_s − n) = 2nκ,

and its real part is n_s² − n² + κ². Hence

tan δ = 2nκ/(n_s² − n² + κ²).

For the given indices, the offset −δP/(2π) is −0.16 nm. It is the same for every maximum and so does not affect the spacing.

The end of the etch is a useful special case. At d = 0 the exponential equals one, and

r = (r₀₁ + r₁₂)/(1 + r₀₁r₁₂).

Multiply numerator and denominator by (n₀ + n)(n + N). The numerator becomes

(n₀ − n)(n + N) + (n₀ + n)(n − N) = 2n(n₀ − N),

and the denominator becomes

(n₀ + n)(n + N) + (n₀ − n)(n − N) = 2n(n₀ + N).

The oxide index cancels, leaving r = (n₀ − N)/(n₀ + N), the reflection of bare silicon in the liquid. The maximum with m = 0 would lie at d = −0.16 nm, which the film cannot reach. The signal therefore rises towards a maximum, stops just short of it, and stays constant in this model once the oxide is gone.

**Reading the record**

The starting thickness corresponds to

1000/216.78 = 4.61 fringes.

At 100 nm/min, one fringe lasts

216.78/100 min = 2.168 min = 130.1 s,

and the film clears after 600 s. The position formula gives the maxima during the etch:

m = 4: 867.0 nm left, at 79.8 s
m = 3: 650.2 nm left, at 209.9 s
m = 2: 433.4 nm left, at 340.0 s
m = 1: 216.6 nm left, at 470.0 s

For example, the first maximum needs the removal of 1000 − 867.0 = 133.0 nm, which takes 1.330 min, or 79.8 s.

Four maxima are seen before clearing. Multiplying four by P gives 867 nm, which is 133 nm less than the thickness actually removed. The missing part is the incomplete fringe at the start. Between the first and the last of the four maxima there are three complete fringes, or 650 nm. A count of maxima must therefore be joined to the state of the signal at both ends.

Here the end is known, because the signal becomes constant. Four maxima before clearing place the starting thickness between the positions m = 4 and m = 5, that is, between 867 nm and 5 × 216.78 − 0.16 = 1084 nm. The first movement of the signal narrows this range. As the film thins from position m = 5, the signal falls until it reaches the minimum at

4.5 × 216.78 − 0.16 = 975 nm.

It then rises towards m = 4. A record that begins by falling therefore started between 975 nm and 1084 nm, in agreement with the given 1000 nm.

If the etch rate varies, P is still the thickness removed between successive maxima, while the time T between them changes. The mean rate during that fringe is P/T. In this example it is 216.78 nm in 130.1 s, which returns 100 nm/min.

**How strong the signal is**

Putting cos φ = −1 and cos φ = +1 into R gives, for negative r₀₁,

R_max = [(b + |r₀₁|)/(1 + b|r₀₁|)]²

R_min = [(b − |r₀₁|)/(1 − b|r₀₁|)]².

In the liquid these are 0.2396 and 0.1725, a swing of 0.0671. With the same oxide and silicon in air (n₀ = 1), they are 0.3483 and 0.0846, a swing of 0.2637. The liquid reduces the swing by a factor of about four because its index is closer to that of the oxide, which weakens the reflection at the oxide surface. The fringe thickness remains 216.78 nm in both cases.

**A second case: oblique light**

Let the beam make an angle θ with the normal, measured in the liquid. The component of the wave vector along the surface is the same in all layers. In units of k it is

q = n₀ sin θ.

In the oxide, the squares of the components along and normal to the surface add up to n². The normal component is therefore √(n² − q²), and the waves in the film vary with depth as exp[±ik√(n² − q²) z]. The interface coefficients change with angle and polarization, but they do not depend on d. The thickness again enters through the round-trip phase, now 2k√(n² − q²) d. Setting its change equal to 2π gives

P(θ) = λ/[2√(n² − q²)].

A fringe thus takes more thickness at oblique incidence. Both interfaces must still reflect. Light polarized in the plane of incidence gives no fringes at the Brewster angle of the oxide surface, where tan θ = n/n₀, or θ = 47.7° here. For small q, expanding the square root gives

P(θ) ≈ P[1 + q²/(2n²)],

so a small tilt enters only in second order. A tilt of 5° in the liquid adds 0.69 nm to each fringe, about 0.3 % of P.

**How far a real etch departs from the model**

The example resembles thermally grown oxide in buffered hydrofluoric acid. An oxide index near 1.46 is typical at this wavelength. The liquid index, the silicon index and the rate of 100 nm/min are rough values, and the rate depends on the composition and temperature of the bath. A deposited oxide can have a different index, which directly breaks an assumption of the example. Since P is proportional to 1/n, a small index error Δn changes it by about −PΔn/n. Raising n by 0.01 changes P by −1.47 nm. Over the 4.61 fringes of this film, the inferred thickness changes by −6.8 nm, or about 0.7 %.

Two other influences are smaller. A wavelength larger by 0.5 nm, the most that rounding to 633 nm can hide, adds 0.17 nm per fringe. If the oxide index rises by roughly 10⁻⁵ per kelvin, a bath warmer by 10 K changes P by −0.015 nm.

Uneven thickness under the light spot mainly weakens the signal. Suppose the thicknesses under the spot are spread evenly over a range w that stays fixed during the etch. For a weakly reflecting oxide surface, R is nearly a constant plus a term proportional to cos φ. Averaging the cosine over the range multiplies its amplitude by

sin(πw/P)/(πw/P).

A numerical average of the full reflectance shows that 98.6 % of the swing remains for w = 20 nm and 68.5 % for w = 100 nm. The period is unchanged, because every part of the spot has the same period. If w grows during the etch but stays below P, the fringes fade as they are counted, and the fading shifts the maxima slightly: for w growing by 20 nm per 100 nm removed, successive maxima lie 1 to 2 nm closer together than P in mean thickness. At a fixed w = P they vanish, because the average over one full period is the same everywhere, and just beyond it they return with maxima and minima exchanged, so a count can no longer be trusted.

The last effect is a stray reflection from a window parallel to the wafer. Take a plastic window of index n_w = 1.50 at a fixed distance H from the silicon, with light that remains coherent across the liquid. The liquid layer between two reflectors obeys the same algebra as the oxide layer, so the total reflected amplitude inside the window is

r_tot = [r_w + r exp(iψ)]/[1 + r_w r exp(iψ)],

with r_w = (n_w − n₀)/(n_w + n₀) and ψ = 2kn₀(H − d).

The maxima of |r_tot|² near m = 1 and m = 2 were located on a thickness grid of 0.05 nm, for 72 evenly spaced values of the phase set by H. The largest shift found for a single maximum was 1.3 nm, and the largest error in the fringe between them was 0.8 nm. The minima are much more sensitive: with the same window they move by up to about 9 nm, and the distance from a maximum to the next minimum can be wrong by about 8 nm. These values count only the inner face of the window. The outer face, against air, reflects more strongly. If it is also parallel to the wafer and the light stays coherent across the window, the maxima can move by about 6 nm and the minima by nearly 40 nm. Tilting the window so that its reflections miss the detector removes these errors, while the beam in the liquid can still be kept normal to the wafer.

All numerical values are calculated from the stated model.
